\section*{Shift of the cupric/copper potential by ammonia at fixed pH, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: the free cupric ion}

\subsection{The situation}

A copper electrode stands in a solution of a cupric salt. Ammonia is added while the pH is held fixed, and the total amount of dissolved copper is left as it was. The electrode potential falls, because part of the copper is now bound in ammine complexes. The same amount of ammonia has little effect in a strongly acid solution. There it is present as ammonium ion, which does not bind copper, and too little free ammonia remains to form complexes. The potential therefore depends on two competitions at once: copper and protons compete for ammonia, and the ammonia that remains free decides how much copper stays uncomplexed.

The couple considered is
\begin{equation}
\mathrm{Cu^{2+}+2e^-\rightleftharpoons Cu(s)} .
\end{equation}
Two solutions are compared. Both have the same temperature $T$ and the same total concentration $C$ of dissolved Cu(II). One has total ammonia $B$, counted as free ammonia, ammonium and ammonia bound to copper. The other has none. The shift $\Delta E$ is the potential of the first minus that of the second. Concentrations are divided by $1\ \mathrm{mol/L}$ wherever they stand in a logarithm or a formation constant.

The two solutions are taken to have the same ionic medium, with fixed activity coefficients. These coefficients are absorbed into the standard potentials and equilibrium constants, which are then constants of that medium. Cuprous species, hydroxo complexes and a fifth ammine are left out, and no ammonia escapes. The potential belongs to the two-electron couple at a stated Cu(II) composition. With copper metal present, this composition is generally not stable in ammonia: ammonia binds Cu(I) strongly, and the metal tends to reduce Cu(II) to Cu(I) ammines. The shifts below are therefore thermodynamic values for the couple with Cu(I) excluded. They do not predict the resting potential of a copper electrode left in the solution, for which the balances would need Cu(I) terms. The gap is large: for the model solution treated below, in the absence of air, typical constants for Cu(I) ammines make the conversion nearly complete from about pH 6 upward and put the resting shift roughly $0.1\ \mathrm V$ below the values given here.

\subsection{What the electrode responds to}

Let $\phi_m$ and $\phi_s$ be the electric potentials of metal and solution. A mole of cupric ions carries the charge $2F$, and two moles of electrons carry $-2F$, where $F$ is the Faraday constant. Equilibrium of the electrode reaction means that the electrochemical potentials on its two sides are equal:
\begin{equation}
\mu_{\mathrm{Cu^{2+}}}+2F\phi_s+2\mu_e-2F\phi_m=\mu_{\mathrm{Cu}} .
\end{equation}
Moving the electrical terms to one side gives
\begin{equation}
2F(\phi_m-\phi_s)=\mu_{\mathrm{Cu^{2+}}}+2\mu_e-\mu_{\mathrm{Cu}} .
\end{equation}
The chemical potentials of the electrons in the metal and of solid copper do not depend on the solution. A reference electrode adds a constant, provided that its junction potential is the same in both solutions. With
$\mu_{\mathrm{Cu^{2+}}}=\mu^\circ_{\mathrm{Cu^{2+}}}+RT\ln[\mathrm{Cu^{2+}}]$,
all constants combine into $E^\circ$, and
\begin{equation}
E=E^\circ+\frac{RT}{2F}\ln[\mathrm{Cu^{2+}}] .
\label{nernst}
\end{equation}
The bracket is the concentration of free, that is ammonia-free, cupric ion. Ammonia does not alter $E^\circ$; it acts through this concentration. The sign is that of a reduction potential: fewer free ions make deposition less favourable and lower $E$.

\subsection{Stepwise binding}

Ammonia is taken up one molecule at a time. For $n=1,\dots,4$,
\begin{equation}
\mathrm{Cu(NH_3)_{n-1}^{2+}+NH_3\rightleftharpoons Cu(NH_3)_n^{2+}},
\qquad
K_n=\frac{y_n}{y_{n-1}L},
\end{equation}
where $y_n$ is the concentration of copper carrying $n$ ammonia molecules, $y_0=[\mathrm{Cu^{2+}}]$, and $L=[\mathrm{NH_3}]$ is free ammonia. Hence $y_1=K_1Ly_0$, then $y_2=K_2Ly_1=K_1K_2L^2y_0$, and so on. With the cumulative constants $\beta_0=1$ and $\beta_n=K_1K_2\cdots K_n$,
\begin{equation}
y_n=\beta_nL^n y_0 .
\label{species}
\end{equation}
The total copper concentration is the sum of all forms:
\begin{equation}
C=\sum_{n=0}^{4}y_n=y_0\,\alpha(L),
\qquad
\alpha(L)=\sum_{n=0}^{4}\beta_nL^n .
\end{equation}
The free-ion concentration is thus $C/\alpha$. In the ammonia-free solution it is $C$. Inserting both into \eqref{nernst} and subtracting gives
\begin{align}
\Delta E&=\frac{RT}{2F}\ln\frac{C}{\alpha}-\frac{RT}{2F}\ln C\nonumber\\
&=-\frac{RT}{2F}\ln\alpha(L).
\label{shift}
\end{align}
Since every added term in $\alpha$ is positive, $\alpha>1$ and $\Delta E<0$ whenever free ammonia is present. The factor 2 in the denominator is the number of electrons; it has nothing to do with the number of ligands.

The fraction of copper in form $n$ is $x_n=y_n/C=\beta_nL^n/\alpha$. Its mean ligand number and variance are
\begin{equation}
\bar n=\sum_n n x_n,\qquad
\sigma^2=\sum_n(n-\bar n)^2x_n .
\end{equation}
Both follow from $\alpha$. Write $S_k=\sum_n n^k\beta_nL^n$, so that $S_0=\alpha$ and $\bar n=S_1/S_0$. Because $dL^n/d\ln L=nL^n$, we have $dS_k/d\ln L=S_{k+1}$. Therefore
\begin{align}
\frac{d\ln\alpha}{d\ln L}&=\frac{S_1}{S_0}=\bar n,
\label{mean}\\
\frac{d\bar n}{d\ln L}&=\frac{S_2}{S_0}-\frac{S_1^2}{S_0^2}=\sigma^2 .
\label{variance}
\end{align}
The last equality is the mean of the square minus the square of the mean. A rise of free ammonia by a small factor thus lowers the potential in proportion to the mean number of ligands. When the tetraammine dominates, $\alpha\simeq\beta_4L^4$, and a tenfold rise of $L$ lowers $E$ by about four times $(RT\ln10)/2F$. When every $K_nL$ is small, $\alpha\simeq1+K_1L$, and the shift is approximately $-(RT/2F)K_1L$.

\subsection{How much ammonia is free}

The acid equilibrium is $\mathrm{NH_4^+\rightleftharpoons NH_3+H^+}$. With a conditional acid constant referred to the same pH scale, the concentration $A=[\mathrm{NH_4^+}]$ satisfies
\begin{equation}
A=qL,\qquad q=10^{\mathrm{p}K_a-\mathrm{pH}} .
\end{equation}
Each copper complex with $n$ ligands holds $n$ ammonia molecules, so copper binds $\sum_n ny_n=C\bar n$ in total. The ammonia balance is
\begin{equation}
B=L+A+C\bar n=L(1+q)+C\bar n(L).
\label{balance}
\end{equation}
Equations \eqref{shift} and \eqref{balance} together are the result sought. The first turns free ammonia into a potential, and the second supplies the free ammonia from the quantities that are set in practice: total ammonia, total copper and pH.

The balance has one positive root. Its right side tends to zero as $L\to0$ and grows without bound as $L\to\infty$. Its derivative with respect to $\ln L$ is, by \eqref{variance},
\begin{equation}
L(1+q)+C\sigma^2>0,
\end{equation}
so it rises steadily and meets the given value $B$ once. Since $0<\bar n<4$, the root obeys
\begin{equation}
\frac{B-4C}{1+q}<L<\frac{B}{1+q} .
\label{bounds}
\end{equation}
The lower bound is useful when $B>4C$. If ammonia is in large excess over copper, the two bounds lie close together and $L\simeq B/(1+q)$. If it is not, the full balance must be solved.

\subsection{The slope with pH}

At fixed $C$ and $B$, a change of pH acts through $q$. From its definition, $dq/d\mathrm{pH}=-q\ln10$. Differentiating \eqref{balance} gives
\begin{equation}
0=\left[L(1+q)+C\sigma^2\right]\frac{d\ln L}{d\mathrm{pH}}-qL\ln10 .
\end{equation}
Here $dL=L\,d\ln L$ was used in the first term. With $qL=A$, this becomes
\begin{equation}
\frac{d\ln L}{d\mathrm{pH}}=\ln10\,\frac{A}{D},
\qquad D=L+A+C\sigma^2 .
\end{equation}
The chain rule and \eqref{mean} then give
\begin{align}
\frac{d\Delta E}{d\mathrm{pH}}
&=-\frac{RT}{2F}\,\bar n\,\frac{d\ln L}{d\mathrm{pH}}\nonumber\\
&=-\frac{RT\ln10}{2F}\,\frac{\bar nA}{D} .
\label{slope}
\end{align}
The slope needs both bound ligands and a store of ammonium. In strongly acid solution the store is large but $\bar n$ is small. Far above $\mathrm{p}K_a$ the store $A$ is small, however well copper is complexed. The slope vanishes at both ends. Between them, if $A$ is much larger than $L+C\sigma^2$, it is close to $-(RT\ln10/2F)\bar n$.

The term $C\sigma^2$ is the buffering of free ammonia by copper. When $L$ rises, copper takes up more ligands and slows the rise. It matters only if $C\sigma^2$ is not small compared with $L+A$. In the case below it is weak, because ammonia is in large excess and the tetraammine dominates, so that $\sigma^2$ is small.

\subsection{A worked case at pH 9}

Take round model parameters: $\log_{10}K_n=4.0,\,3.5,\,3.0,\,2.0$, $\mathrm{p}K_a=9.2$, $C=0.01\ \mathrm{mol/L}$, $B=1\ \mathrm{mol/L}$ and $T=298.15\ \mathrm K$. They are of the rough size found for cupric ammines, but they are not measured constants of a particular medium. Adding the logarithms in turn gives $\log_{10}\beta_n=4.0,\,7.5,\,10.5,\,12.5$.

At pH 9, $q=10^{0.2}=1.5849$. A first estimate sets $\bar n=4$:
\begin{equation}
L\simeq\frac{1-4(0.01)}{1+1.5849}=0.3714\ \mathrm{mol/L}.
\end{equation}
The mean ligand number at this concentration is close to 3.974. Inserting it into the balance gives
\begin{equation}
L=\frac{1-0.01(3.974)}{2.5849}=0.3715\ \mathrm{mol/L},
\end{equation}
which agrees with the numerical root. Ammonium is $qL=0.5888\ \mathrm{mol/L}$ and bound ammonia is $0.0397\ \mathrm{mol/L}$. The three parts add up to $1\ \mathrm{mol/L}$.

The five terms of $\alpha$ are
\begin{align}
\alpha&=1+3.715\times10^3+4.364\times10^6\nonumber\\
&\quad+1.6212\times10^9+6.0227\times10^{10}\nonumber\\
&=6.185\times10^{10}.
\end{align}
The last term makes up 97.4\% of the sum and the one before it 2.6\%. Thus, with a fifth ammine left out, nearly all copper is tetraammine, with a small share of triammine. A fifth step with $\log_{10}K_5\approx-0.5$, the rough size found for copper, would hold about 10\% of the copper here and over 20\% at pH 11, and would lower the shift by a further 1 to 3 mV. The free cupric ion is
\begin{equation}
\frac{C}{\alpha}=\frac{0.01}{6.185\times10^{10}}
=1.617\times10^{-13}\ \mathrm{mol/L}.
\end{equation}
With $RT/2F=12.846\ \mathrm{mV}$ and $\ln\alpha=24.848$, the shift is
\begin{equation}
\Delta E=-12.846\times24.848\ \mathrm{mV}=-319.2\ \mathrm{mV}.
\end{equation}
In terms of free energy, $-2F\Delta E=RT\ln\alpha=61.6\ \mathrm{kJ/mol}$. This is the extra work needed to deposit a mole of copper from the ammonia solution, compared with the aqua-ion solution.

Two shortcuts show the weight of each part of the balance. If the ammonia bound to copper is neglected, $L=B/(1+q)$, and the shift becomes $-321.3\ \mathrm{mV}$, too negative by $2.1\ \mathrm{mV}$. If all ammonia is also taken to be free, $L=B$, and the shift becomes $-369.9\ \mathrm{mV}$, too negative by $50.7\ \mathrm{mV}$. Here protonation matters far more than depletion by copper, because copper binds about 4\% of the ammonia while protons hold about 59\%.

\section{Second derivation: the free energy of the whole solution}

\subsection{Symbols and results carried over}

The total concentrations of Cu(II) and ammonia are $C$ and $B$. Copper with $n$ ammonia ligands has concentration $y_n$ and cumulative formation constant $\beta_n$, with $\beta_0=1$. Free ammonia is $L$, ammonium is $A$, and $q=10^{\mathrm{p}K_a-\mathrm{pH}}$. The ligand number has mean $\bar n$ and variance $\sigma^2$, and $D=L+A+C\sigma^2$. The first derivation gave
\begin{align}
\Delta E&=-\frac{RT}{2F}\ln\alpha(L),\qquad
\alpha=\sum_{n=0}^{4}\beta_nL^n,\label{r1}\\
B&=L(1+q)+C\bar n(L),\label{r2}\\
\frac{d\Delta E}{d\mathrm{pH}}&=-\frac{RT\ln10}{2F}\,\frac{\bar nA}{D}.\label{r3}
\end{align}
It followed one species, the free cupric ion. But in the ammonia solution at pH 9 that ion is a minute part of the copper, about $1.6\times10^{-13}\ \mathrm{mol/L}$ out of $0.01\ \mathrm{mol/L}$. One may ask whether the potential can be obtained without giving that species a special place. It can, by considering the work of removing copper from the solution as a whole.

By following the free cupric ion, this part has found the potential shift, the ammonia balance that fixes it and its slope with pH, with a shift of $-319.2\ \mathrm{mV}$ for the model solution at pH 9. It remains to derive these results from the free energy of the whole solution, to follow the shift from pH 4 to 11, and to examine the limit set by solid hydroxide and the assumptions of each derivation.

All numerical values are calculated from the stated model.
